# Square-root-of-time tracer motion on a chain with finite vacancy density

## What fixes the form

Particles sit on an infinite chain of sites with spacing \(a\), at most one per site. Each hops to each neighbouring site at rate \(G\) if that site is vacant. Particles cannot pass one another and have no other interaction. In equilibrium each site is vacant with probability \(v\), independently of the others, and occupied with probability \(c=1-v\), where \(0<v<1\).

To move far, a tagged particle must take its neighbours along, so its displacement \(X\) measures how many particles have crossed its starting point. In time \(t\), density spreads over about \(\sqrt{Gt}\) sites. The particle number in such a stretch fluctuates with variance of order \(cv\sqrt{Gt}\), since one site has occupation variance \(cv\). This is symmetric under exchange of particles and vacancies, as a count of exchanges across a bond must be. An excess of \(\delta N\) particles shifts the file by \(\delta N/c\) sites. Hence

\[
\langle X^2\rangle = K a^2\,\frac{cv\sqrt{Gt}}{c^2}=K a^2\,\frac{v}{c}\sqrt{Gt},
\]

with \(K\) a pure number. The work below proves this form at long times and finds \(K=2/\sqrt\pi\). Averages run over the hops and over equilibrium starting arrangements, and \(a=1\) until the example.

One limit is immediate. With a single vacancy on the infinite chain, a tracer that hops into it leaves it on the other side, so the next hop must go back. The tracer never gets further than one site. In the same way, a finite number of vacancies can never move it further than that number of sites. The growth found below comes from a finite density of vacancies.

## Simple case: one free particle

Let \(Y_t\) be the position of a lone walker started at 0, and \(p_t(x)\) its distribution:

\[
\dot p_t(x)=G[p_t(x+1)+p_t(x-1)-2p_t(x)],\qquad p_t(x)=e^{-2Gt}I_{|x|}(2Gt).
\]

The modified Bessel functions solve this because \(2I_n'=I_{n-1}+I_{n+1}\) and \(I_n(0)=\delta_{n0}\).

Away from the origin, \(|Y|\) rises and falls at equal rates. At the origin it can only rise, at rate \(2G\). Therefore

\[
\langle|Y_t|\rangle=2G\int_0^t p_s(0)\,ds=\int_0^{2Gt}e^{-z}I_0(z)\,dz .
\]

From \(I_0'=I_1\) and \(I_1'=I_0-I_1/z\), the derivative of \(ze^{-z}(I_0+I_1)\) is \(e^{-z}I_0\), so

\[
\langle|Y_t|\rangle=2Gt\,e^{-2Gt}[I_0(2Gt)+I_1(2Gt)]\;\to\;2\sqrt{Gt/\pi},
\]

where the limit uses \(e^{-z}I_n(z)\to1/\sqrt{2\pi z}\). At \(Gt=2000\) the direct sum \(\sum|x|p_t(x)\) is 50.461 sites and the limiting form gives 50.463.

## Many particles: the density still spreads freely

Let \(n_x=0,1\) be the occupation of site \(x\). The mean current from \(x\) to \(x+1\), given the arrangement, is

\[
G[n_x(1-n_{x+1})-n_{x+1}(1-n_x)]=G(n_x-n_{x+1}).
\]

The products cancel. The mean occupation for a given start thus obeys the free-walk equation, with solution \(\sum_z p_t(x-z)n_z(0)\). Multiply by \(n_y(0)\) and average, using \(\langle n_zn_y\rangle=c^2+cv\,\delta_{zy}\):

\[
\langle n_x(t)n_y(0)\rangle=c^2+cv\,p_t(x-y).
\]

Density therefore spreads with the full coefficient \(D=Ga^2\), whatever the vacancy fraction.

## Particles crossing one bond

Let \(Q\) be the net number of particles that cross from site 0 to site 1 in time \(t\). Its instantaneous mean rate is \(\varphi=G(n_0-n_1)\). Write

\[
Q=M+F,\qquad F=\int_0^t\varphi(s)\,ds .
\]

The remainder \(M\) has increments of zero mean given the past, so \(\langle M^2\rangle\) is the mean number of crossings in either direction. The bond is active with probability \(2cv\), so \(\langle M^2\rangle=2Gcv\,t\).

A hop and its reverse have the same rate and join equally probable arrangements, so a history and its reversal are equally probable. Reversal changes the sign of \(Q\) but not of \(F\), hence \(\langle QF\rangle=0\). Then \(\langle M^2\rangle=\langle(Q-F)^2\rangle=\langle Q^2\rangle+\langle F^2\rangle\), or

\[
\langle Q^2\rangle=2Gcv\,t-\langle F^2\rangle .
\]

The density correlations give

\[
\langle\varphi(s)\varphi(0)\rangle=2G^2cv[p_s(0)-p_s(1)]=-Gcv\,\dot p_s(0),
\]

because \(\dot p_s(0)=2G[p_s(1)-p_s(0)]\). Integrating by parts with \(p_0(0)=1\),

\[
\langle F^2\rangle=-2Gcv\int_0^t(t-s)\dot p_s(0)\,ds
=2Gcv\left[t-\int_0^tp_s(0)\,ds\right].
\]

The linear terms cancel:

\[
\boxed{\langle Q^2\rangle=2Gcv\int_0^tp_s(0)\,ds=cv\,\langle|Y_t|\rangle}
\]

This holds at every time. At short times \(p_s(0)\approx1\), and the result is \(2Gcvt\), the variance of uncorrelated crossings. For \(v=0.3\) and \(Gt=1\), solving the master equation for all arrangements of a ring of 10 sites gives 0.2199866. The formula gives the same digits, since wrapping round the ring is negligible at that time.

## From the bond to the tracer

Place the tracer at site 0 at \(t=0\). Because order is kept, the particles that have crossed the bond when \(X>0\) are those now on sites 1 to \(X\):

\[
Q=\sum_{x=1}^{X}n_x(t)\quad(X>0),\qquad
Q=-\sum_{x=X+1}^{0}n_x(t)\quad(X\le0).
\]

Replacing each \(n_x\) by \(c+(n_x-c)\) gives \(Q=cX+R(X)\), where \(R(m)\) is the corresponding signed sum of \(n_x(t)-c\). Two points need care.

**The start is conditioned.** Site 0 is now known to be occupied. Occupations evolve as if the contents of each bond were exchanged at rate \(G\), since exchanging two particles changes no occupation. Use the same exchanges for two starts that differ only at site 0. The extra particle ends on one side of the bond or the other, so it changes \(Q\) by 0 or 1. The root-mean-square of \(Q\), written \(\|Q\|\), therefore changes by at most one, which is negligible beside its growth as \(t^{1/4}\).

**The endpoint \(X\) is random and depends on the arrangement.** For any \(\delta>0\) let \(Z_\delta\) be the largest value over all \(m\) of \(|R(m)|-\delta|m|\); it is at least 0, from \(m=0\). Without conditioning, the sites at time \(t\) are independent, and Hoeffding's inequality gives

\[
P(Z_\delta>z)\le4\sum_{m\ge1}e^{-2(\delta m+z)^2/m}\le4e^{-4\delta z}\sum_{m\ge1}e^{-2\delta^2m}.
\]

So \(\langle Z_\delta^2\rangle\) has a bound independent of time. Conditioning on an event of probability \(c\) raises it by at most a factor \(1/c\).

Now \(|Q-cX|\le\delta|X|+Z_\delta\), and the triangle inequality for root-mean-squares gives

\[
(c-\delta)\|X\|-\|Z_\delta\|\le\|Q\|\le(c+\delta)\|X\|+\|Z_\delta\|.
\]

Divide by \(\|Q\|\), let \(t\to\infty\), then \(\delta\to0\). The result is \(c\|X\|/\|Q\|\to1\), so \(\langle X^2\rangle\to\langle Q^2\rangle/c^2\) in ratio. Restoring \(a\),

\[
\boxed{\langle X^2\rangle=a^2\,\frac{v}{c}\,2\sqrt{\frac{Gt}{\pi}}\,[1+o(1)]}
\]

**Dilute limit.** As \(c\to0\) the prefactor diverges, because a tracer first diffuses freely with \(\langle X^2\rangle\approx2Gt\) before it meets its neighbours. The two forms are equal at \(Gt=1/(\pi c^2)\), so the law needs times much longer than this.

**Simulation.** For each vacancy fraction, 2000 rings of 120 sites were followed to \(Gt=100\). At \(v=0.5\), \(\langle X^2\rangle\) grew between \(Gt=25\) and 100 by \(1.003\pm0.018\) times the predicted growth. At \(v=0.3\) the ratio was \(1.049\pm0.020\). The uncertainties are one standard error. The second ratio is about 2.5 standard errors high; these data do not separate chance from finite-time corrections.

**Fixed starting arrangement.** For a given start, the mean of \(Q\) is a linear sum over the initial occupations, each weighted by the probability that a free walker from that site is on the other side of the bond at time \(t\), with a plus sign for starts on the left and a minus sign for starts on the right. Its variance over starts is \(2cv\sum_{m\ge1}P(Y\ge m)^2\). At long times \(Y\) is Gaussian with width \(\sigma=\sqrt{2Gt}\). With \(g\) the unit normal density and \(T(z)\) its upper tail, integration by parts gives

\[
2\sigma\int_0^\infty T^2dz=4\sigma\int_0^\infty zg\,T\,dz
=4\sigma\left[\frac{g(0)}2-\int_0^\infty g^2dz\right]
=\sigma\sqrt{\frac2\pi}\left(1-\frac1{\sqrt2}\right).
\]

Since \(\langle|Y|\rangle=\sigma\sqrt{2/\pi}\), a share \(1/\sqrt2\) of the variance is left for the hops themselves; the lattice sum at \(Gt=2000\) gives 0.70712. Because \(X-Q/c\) is negligible in root-mean-square, the tracer's variance at a fixed start, averaged over starts, tends to the boxed law times the same \(1/\sqrt2\).

## Why the diffusion coefficient vanishes

The ordinary tracer coefficient is

\[
D_{\rm tr}=\lim_{t\to\infty}\frac{\langle X^2\rangle}{2t}=0,
\]

yet the tracer keeps hopping at mean rate \(2Gv\). The missing part lies in the correlations. Seen from the tracer, the other sites stay independently occupied with probability \(c\), and its instantaneous drift is \(\psi=G(n_{X-1}-n_{X+1})\). The reversal argument used for \(Q\) applies unchanged:

\[
\langle X^2\rangle=2Gv\,t-2\int_0^t(t-s)\,C(s)\,ds,\qquad C(s)=\langle\psi(s)\psi(0)\rangle .
\]

Reversibility makes \(C(s)\) the mean square of the drift expected a time \(s/2\) ahead, so \(C\ge0\) and the correlations can only reduce the motion. Dividing by \(2t\) and using the vanishing limit,

\[
\int_0^\infty C(s)\,ds=Gv .
\]

The memory removes the whole linear term. Its origin is visible after one hop to the right: the site behind is certainly vacant, while the site ahead is vacant with probability \(v\). The mean drift at that moment is \(Gv-G=-Gc\), directed back.

The fraction of the uncorrelated displacement that survives is

\[
f(t)=\frac{\langle X^2\rangle}{2Gva^2t}\to\frac{1}{c\sqrt{\pi Gt}} .
\]

Since \(\tfrac12 d\langle X^2\rangle/dt=Gv-\int_0^tC\,ds\) decreases steadily, the square-root law may be differentiated. The apparent coefficient, half the slope, tends to \(\langle X^2\rangle/(4t)\).

## Two ways to restore diffusion

**A finite ring.** Put \(n\) particles on \(N\) sites. The drifts \(G(n_x-n_{x+1})\) sum to zero round the ring, so the summed displacement \(S\) of all particles has no memory. Its variance grows at the total hop rate. A bond is active with probability \(2n(N-n)/[N(N-1)]\), and there are \(N\) bonds:

\[
\langle S^2\rangle=\frac{2Gn(N-n)}{N-1}\,t .
\]

The tracer stays within a bounded distance of \(S/n\), hence

\[
D_{\rm ring}=\frac{\langle S^2\rangle}{2n^2t}=Ga^2\frac{N-n}{(N-1)n}\approx\frac{Ga^2v}{cN}.
\]

At half filling, direct solution gives 0.2000, 0.1429 and 0.1111 \(Ga^2\) for \(N=6,8,10\), as the formula requires. The coefficient is positive on every finite ring with at least one vacancy and tends to zero as \(1/N\) at fixed filling. For \(N=10\), \(n=5\) and \(Gt=2\), the uncorrelated value is \(2.222\,a^2\); memory removes \(0.917\,a^2\) and leaves \(1.305\,a^2\).

**Rare passing.** Let neighbouring particles exchange places at a small rate \(g\). The tracer's rank in the file then steps each way at rate \(gc\), and ranks lie \(1/c\) sites apart. At long times, and to leading order in \(g\), this adds

\[
\Delta\langle X^2\rangle=2gc\,t\,\frac{a^2}{c^2}=\frac{2ga^2t}{c}.
\]

On the ring with \(N=10\), \(n=5\), the neighbour probability is \(4/9\) and the spacing 2, so the same reasoning gives \(dD/dg=\tfrac49\cdot2^2=1.7778\,a^2\). Direct solution gives \(1.7778\,a^2\).

## Molecules in a narrow channel

As an illustration, take assumed round values, not fitted to any material, for molecules too large to pass one another that move by activated hops between sites in straight, unconnected channels. In smooth channels, where a molecule travels over many sites between collisions, the site-hopping picture does not apply and displacements can be far larger than those below. The values are \(a=0.5\) nm, \(G=10^{10}\) s\(^{-1}\), \(v=0.3\), 300 K and a channel of 50 µm, or \(10^5\) sites. At \(t=1\) ms, \(Gt=10^7\) and

\[
\langle X^2\rangle=(0.5\ \text{nm})^2\,\frac{0.3}{0.7}\,2\sqrt{\frac{10^7}{\pi}}\approx380\ \text{nm}^2,
\]

a root-mean-square displacement of about 20 nm after about \(6\times10^6\) hops. Uncorrelated hops would give \(2Gva^2t=1.5\times10^6\) nm², so \(f=2.5\times10^{-4}\). At 1 µs the displacement is 3.5 nm: a thousandfold longer time multiplies it by \(1000^{1/4}\approx5.6\). Over the same interval the apparent coefficient falls from \(3.0\times10^{-8}\) to \(9.6\times10^{-10}\) cm²/s, while density spreads with \(2.5\times10^{-5}\) cm²/s throughout.

Real channels break several assumptions. Their ends matter little here for a tracer near the middle: density has spread over 2.2 µm in 1 ms, against 25 µm to either end. Equating \(2D_{\rm ring}t\) to the square-root law gives \(Gt=N^2/\pi\), or about 0.3 s, as a scale for the crossover. For a tracer near the middle of a long channel, the estimate is the same if the ends exchange particles with a reservoir as readily as neighbouring sites do. The ends act in series with about \(N\) bonds, so slower exchange there changes the estimate noticeably only if it is slower by a factor approaching \(N\).

Passing depends strongly on its barrier. With an assumed 0.6 eV and an attempt rate of \(10^{12}\) s\(^{-1}\), \(g\approx83\) s\(^{-1}\), which adds 0.06 nm², a fraction \(1.6\times10^{-4}\). The two contributions become equal at \(g=v\sqrt{G/(\pi t)}=5.4\times10^5\) s\(^{-1}\), a barrier near 0.37 eV. Below that, the square-root law would be lost by 1 ms.

If the passing barrier is as high as 0.6 eV, a larger correction comes from attraction between neighbours, here with an assumed energy \(E=10\) meV. Let \(w\) be the probability that a site is occupied and the next one vacant, and \(B=e^{E/kT}\). Boltzmann weights require \((c-w)(v-w)=Bw^2\), that is, \(cv/w^2-1/w-(B-1)=0\). Occupations along the chain then form a two-state Markov sequence whose correlation falls by \(\lambda=1-w/(cv)\) per site. Summing it multiplies the density fluctuations by

\[
\frac{1+\lambda}{1-\lambda}=\frac{2cv}{w}-1=\sqrt{1+4cv(B-1)}=1.18 .
\]

In \(\langle X^2\rangle\) the fluctuation strength enters linearly and the density diffusion coefficient as a square root. If the collective mobility, their product, is held fixed, \(\langle X^2\rangle\) rises by the square root of 1.18, about 9%. The sign depends on the mobility, however. If leaving an occupied neighbour behind slows a hop by the factor \(1/B\), the mean hop rate falls to 0.70 of its value without attraction. With this rule the drifts again sum to zero round a ring, so the mobility falls by the same factor and \(\langle X^2\rangle\) drops by about 9%. Either way the prefactor changes and the growth as \(\sqrt t\) remains. The remaining values are in the numerical output.

## Calculated quantities

```
TESTS (a = 1, G = 1)
<Q^2>, v=0.3, Gt=1: master eq. 0.2199866, formula 0.2199866
<|Y|> at Gt=2000: sum 50.4611, 2sqrt(Gt/pi) 50.4627 sites
fixed-start share of variance: 0.70712
ring N=6, n=3: D = 0.200000 G a^2
ring N=8, n=4: D = 0.142857 G a^2
ring N=10, n=5: D = 0.111111 G a^2
ring N=10, n=5, Gt=2: uncorrelated MSD 2.22222 a^2
  memory reduction 0.91726, true MSD 1.30496 a^2
exchange gain dD/dg: direct 1.77776, formula 1.77778 a^2
simulation: 2000 rings of 120 sites per vacancy fraction
v=0.3: MSD(Gt=25) 2.358, MSD(Gt=100) 4.894 a^2
  law: 2.418, 4.836 a^2
  growth/law 1.049, standard error 0.020
v=0.5: MSD(Gt=25) 5.420, MSD(Gt=100) 11.079 a^2
  law: 5.642, 11.284 a^2
  growth/law 1.003, standard error 0.018
EXAMPLE (rough, round parameters)
a = 0.5 nm, G = 1.0e+10 1/s, v = 0.3, T = 300 K
channel length = 50 um = 100000 sites
collective D = G a^2 = 2.50e-05 cm^2/s
uncorrelated tracer D = 7.50e-06 cm^2/s
t=1e-06 s: MSD 12.09 nm^2, rms 3.48 nm
  f 8.060e-03, apparent D (half slope) 3.022e-08 cm^2/s
t=1e-05 s: MSD 38.23 nm^2, rms 6.18 nm
  f 2.549e-03, apparent D (half slope) 9.558e-09 cm^2/s
t=1e-04 s: MSD 120.90 nm^2, rms 11.00 nm
  f 8.060e-04, apparent D (half slope) 3.022e-09 cm^2/s
t=1e-03 s: MSD 382.31 nm^2, rms 19.55 nm
  f 2.549e-04, apparent D (half slope) 9.558e-10 cm^2/s
uncorrelated MSD at 1 ms = 1.500e+06 nm^2
hops made in 1 ms = 6.00e+06
NEGLECTED EFFECTS at 1 ms
density-spread reach 2.24 um, half channel 25 um
ring-estimate crossover time = 0.318 s
kT = 0.02585 eV, assumed attempt rate = 1e+12 1/s
assumed passing barrier 0.6 eV: rate 83.3 1/s
passing adds 0.0595 nm^2, fraction 1.56e-04
passing equals file motion at rate 5.352e+05 1/s
  that is, at barrier 0.373 eV
assumed attraction 10 meV: fluctuations x 1.182
  MSD x 1.087 (estimate, mobility held fixed)
```
